\section*{Why precursor rankings can be more accurate than absolute predicted volatilities}

\section*{Question}

A calculation of the vapour pressures of several solid precursors may miss every pressure by a factor of a hundred and still put the compounds in the right order. Why can this happen, and when does it fail?

\section*{Answer}

\subsection*{What has to cancel}

Let $g_i$ be the free energy of sublimation of compound $i$ per molecule at temperature $T$, with the gas at the standard pressure $p^\circ=1$ bar. For an ideal gas above a pure solid, neglecting the effect of pressure on the solid,
\begin{equation}
p_i=p^\circ e^{-g_i/k_BT}.
\end{equation}
A method predicts $\hat g_i=g_i+e_i$. Taking logarithms of the predicted and true pressures and subtracting gives
\begin{equation}
\ln\frac{\hat p_i}{p_i}=-\frac{e_i}{k_BT},\qquad
\ln\frac{\hat p_i/\hat p_j}{p_i/p_j}=-\frac{e_i-e_j}{k_BT}.
\end{equation}
An absolute pressure feels the whole error $e_i$. A pressure ratio, and hence an order, feels the difference $e_i-e_j$. If the method makes nearly the same mistake for both compounds, the difference is small although each error is large.

There is a physical reason to expect shared mistakes. Molecular crystals of similar precursors are held together by similar contacts between ligand shells, largely through dispersion attraction. Suppose that a method multiplies the true dispersion strength by $1+a$, with the same $a$ for every compound. Let $x$ be the neighbour distance, $R_i(x)$ the repulsion energy per molecule and $W_i(x)>0$ the size of the attraction energy per molecule. With strength $\lambda=1+a$ the crystal energy, relative to isolated molecules, is
\begin{equation}
E_i(x,\lambda)=R_i(x)-\lambda W_i(x).
\end{equation}
The crystal relaxes to $x_i^*(\lambda)$, where $\partial E_i/\partial x=0$. The lattice energy $L_i(\lambda)=-E_i(x_i^*,\lambda)$ is the energy needed to separate the molecules. By the chain rule,
\begin{equation}
\frac{dL_i}{d\lambda}
=-\frac{\partial E_i}{\partial x}\frac{dx_i^*}{d\lambda}
-\frac{\partial E_i}{\partial\lambda}
=0+W_i(x_i^*).
\end{equation}
The geometry does change, but to first order this costs no energy. With $w_i=W_i$ at the true minimum, the error in $L_i$ is therefore $a w_i$. It is positive when the attraction is too strong, which makes the predicted pressure too low.

What is left, such as a poorly described packing detail, is put into a compound-specific error $u_i$:
\begin{equation}
e_i=a w_i+u_i. \label{eq:model}
\end{equation}
Here the sublimation entropy is held fixed when the dispersion strength changes. Sterics enter through $w_i$: ligand shells that make similar contacts, in similar number, give similar $w_i$.

\subsection*{The variance of a difference}

For the general result the model is not needed. Let $e_i$ have mean $b_i$, and let $C_{ij}$ be the covariance of $e_i$ and $e_j$. Write $\delta_i=e_i-b_i$, so that $\langle\delta_i\rangle=0$ and $C_{ij}=\langle\delta_i\delta_j\rangle$. Then
\begin{align}
\mathrm{Var}(e_i-e_j)&=\langle(\delta_i-\delta_j)^2\rangle
=\langle\delta_i^2\rangle+\langle\delta_j^2\rangle-2\langle\delta_i\delta_j\rangle\nonumber\\
&=C_{ii}+C_{jj}-2C_{ij}. \label{eq:var}
\end{align}
Only finite variances are assumed, not a Gaussian shape. The mean-square error also contains the mean. Since $e_i-e_j=(b_i-b_j)+(\delta_i-\delta_j)$ and the cross term averages to zero,
\begin{equation}
\langle(e_i-e_j)^2\rangle=(b_i-b_j)^2+C_{ii}+C_{jj}-2C_{ij}. \label{eq:mse}
\end{equation}
A bias common to both compounds drops out.

Positive covariance makes the difference more accurate than it would be with independent errors of the same sizes. To beat the absolute value for compound $i$ it must do more:
\begin{equation}
C_{ii}+C_{jj}-2C_{ij}<C_{ii}
\quad\Longleftrightarrow\quad C_{ij}>\tfrac12 C_{jj}. \label{eq:threshold}
\end{equation}
To beat both absolute values, $C_{ij}$ must exceed half the larger variance. With equal variances this means a correlation coefficient above $1/2$.

A high correlation is still not sufficient for a small difference error. Put $\sigma_i^2=C_{ii}$ and $C_{ij}=\rho_{ij}\sigma_i\sigma_j$, then add and subtract $2\sigma_i\sigma_j$:
\begin{equation}
\mathrm{Var}(e_i-e_j)=(\sigma_i-\sigma_j)^2+2\sigma_i\sigma_j(1-\rho_{ij}). \label{eq:floor}
\end{equation}
At $\rho_{ij}=1$ the first term survives. Two errors that rise and fall together but differ in size cancel only in part.

\subsection*{The steric condition}

Now let $a$ have mean zero and standard deviation $s_a$, let each $u_i$ have mean zero and standard deviation $s_u$, and let all of them be independent. From Eq.~\eqref{eq:model}, $C_{ij}=s_a^2w_iw_j+s_u^2\delta_{ij}$, where $\delta_{ij}$ is 1 for $i=j$ and 0 otherwise. For two different compounds Eq.~\eqref{eq:var} gives
\begin{align}
\sigma_{ij}^2\equiv\mathrm{Var}(e_i-e_j)
&=s_a^2(w_i^2+w_j^2-2w_iw_j)+2s_u^2\nonumber\\
&=s_a^2(w_i-w_j)^2+2s_u^2. \label{eq:steric}
\end{align}
The shared error enters an absolute value through $w_i$ and a difference through $w_i-w_j$.

Two limits show what is gained and lost. If $w_i=w_j=w$, the difference has variance $2s_u^2$ against $s_a^2w^2+s_u^2$ for the absolute value, so it is better if $s_u<s_aw$. If instead $s_a=0$, nothing is shared and the difference is worse than an absolute value by a factor $\sqrt2$.

\subsection*{One fixed method}

In practice one method is chosen, and its $a$ is a fixed number. If only the $u_i$ vary, then $b_i=aw_i$ and the covariance between different compounds is zero. The cancellation has not gone; it has moved into the bias term of Eq.~\eqref{eq:mse}:
\begin{equation}
\langle(e_i-e_j)^2\rangle_a=a^2(w_i-w_j)^2+2s_u^2.
\end{equation}
Averaging over $a$ restores Eq.~\eqref{eq:steric}. Whether the shared error is called correlation or bias depends on what is treated as random.

This gives a way to read a benchmark of $n$ compounds with known errors. Let $\bar e$ be their mean and $d_i=e_i-\bar e$, so that $\sum_i d_i=0$. Each pair is counted twice in the full double sum, hence
\begin{equation}
\sum_{i<j}(e_i-e_j)^2=\tfrac12\sum_{i,j}(d_i^2+d_j^2-2d_id_j)=n\sum_i d_i^2 .
\end{equation}
Division by the number of pairs, $n(n-1)/2$, gives
\begin{equation}
\overline{(e_i-e_j)^2}=\frac{2}{n-1}\sum_i d_i^2=2s^2, \label{eq:bench}
\end{equation}
where $s$ is the sample standard deviation. The typical pair error follows from the spread of the benchmark errors, and their mean has no influence on it.

\subsection*{From a difference to an order}

Let $i$ be truly more volatile, so that $\Delta=g_j-g_i>0$. The predicted gap is $\Delta+e_j-e_i$, and the order is right when this is positive. For jointly Gaussian errors without bias,
\begin{equation}
P(\text{right order})=\Phi\!\left(\frac{\Delta}{\sigma_{ij}}\right),
\qquad
P(|e_i|>\Delta)=2\Phi\!\left(-\frac{\Delta}{\sigma_i}\right), \label{eq:prob}
\end{equation}
with $\Phi$ the cumulative normal distribution. The second probability puts the absolute prediction on the same scale: it is the chance that $\hat p_i$ is wrong, in either direction, by more than the true ratio $p_i/p_j$. An order has a further advantage here, since an error that widens the gap does no harm. Even for $\sigma_{ij}=\sigma_i$, the chance of a wrong order is half the chance of such an absolute miss.

A large gap can thus be ranked correctly without any correlation. Conversely, as $\Delta\to0$ with $\sigma_{ij}>0$ the probability tends to $1/2$, however strong the correlation.

\subsection*{Three model precursors}

Take three precursors at 400 K, where $k_BT=0.03447$ eV. Each crystal is a face-centred cubic lattice of spherical molecules with the pair energy
\begin{equation}
v_i(r)=\frac{\varepsilon_i}{1-6/\zeta}\left[\frac6\zeta e^{\zeta(1-r/r_m)}-\left(\frac{r_m}{r}\right)^6\right],
\end{equation}
where $\zeta=14$ and $r_m=0.85$ nm. The well depths $\varepsilon_i$ are 0.140, 0.146 and 0.180 eV for A, B and C. The sublimation entropies $s_i$ are $25k_B$ for A and B and $32k_B$ for C, which stands for a precursor with bulky, flexible ligands.

The free energy is $g_i=h_i-Ts_i$, with enthalpy $h_i=L_i-2k_BT$. The spherical potential supplies only $L_i$; for the last term the molecules are treated as rigid bodies that vibrate and librate classically in the crystal. Translation and rotation of a gas molecule give $3k_BT$, the gas term $pV$ gives $k_BT$, and the six lattice modes lost from the crystal had $6k_BT$. The thermal energy of the internal motions is taken as equal in both phases, although their entropy may differ. Thermal expansion of the crystal is neglected; a quasi-harmonic estimate suggests that it would lower $h_i$ by roughly 4 to 30 meV and $w_i$ by 5 to 16\,\%, depending on how strongly the librations soften. With pair sums cut off at 11.3 neighbour distances, which leaves the pressures about 2\,\% too high, the relaxed lattices give
\begin{center}
\begin{tabular}{lccccc}
 & $w_i$ (eV) & $h_i$ (eV) & $g_i$ (eV) & $p_i$ (Torr) & $\sigma_i$ (eV)\\
A & 2.080 & 1.096 & 0.2343 & 0.84 & 0.168\\
B & 2.169 & 1.146 & 0.2842 & 0.20 & 0.175\\
C & 2.674 & 1.429 & 0.3258 & 0.059 & 0.215
\end{tabular}
\end{center}
The last column uses the round choices $s_a=0.08$ and $s_u=0.02$ eV. For A,
\begin{equation}
\sigma_A=\sqrt{(0.08\times2.080)^2+0.02^2}\ \text{eV}=0.168\ \text{eV}.
\end{equation}
One standard deviation changes the predicted pressure by a factor $e^{0.1676/0.03447}\approx130$. For the pair AB,
\begin{equation}
\sigma_{AB}=\sqrt{(0.08\times0.0891)^2+2(0.02)^2}\ \text{eV}=0.029\ \text{eV},
\end{equation}
which changes the predicted pressure ratio by a factor of only 2.3. The true ratio in the model is 4.3, from a gap of 0.0499 eV. Equation~\eqref{eq:prob} then gives
\begin{equation}
P(\text{AB right})=\Phi(0.0499/0.0292)=0.96.
\end{equation}
With independent errors of the same individual sizes it would be 0.58, little better than a coin toss. On the common scale, the pressure of A is wrong by more than a factor 4.3 with probability 0.77, while the order of A and B is wrong with probability 0.04.

The pair BC shows the floor in Eq.~\eqref{eq:floor}. Its error correlation, 0.989, is slightly higher than the 0.986 of AB. Yet its difference error is larger, 0.049 eV, because $|\sigma_B-\sigma_C|=0.040$ eV against 0.007 eV for AB. The gap is 0.0416 eV, and the order is right with probability 0.80. In a sampled set of predictions all three compounds come out in order with probability 0.76, compared with 0.25 for independent errors.

\subsection*{When a shared error reverses the order}

Fix the method at $a=+0.08$, set $u_i=0$ and let the lattices relax fully. The predicted pressure of A falls from 0.84 to 0.0056 Torr, a factor of 149. The first-order error alone would give $e^{0.08\times2.080/0.03447}\approx125$; the second-order response adds 6 meV and supplies the rest. These factors hold at fixed sublimation entropy. Stronger attraction also stiffens the lattice modes, which would bring the factor down to roughly 100 if the librations stiffen as much as the vibrations; since the three crystals share one potential shape, this shift is the same for all when the modes are taken about the static relaxed geometry, and it then leaves their pressure ratios unchanged. With thermal expansion included the shifts differ by up to about 1 meV, which changes the ratios by a few per cent. The A/B ratio moves merely from 4.3 to 5.3, and the order A, B, C survives.

An error of the other sign is more dangerous for BC. To first order the predicted gap is $\Delta+a(w_C-w_B)$, which vanishes at
\begin{equation}
a=-\frac{\Delta}{w_C-w_B}=-\frac{0.0416}{0.5051}=-8.2\,\%.
\end{equation}
Full relaxation moves this to $-8.6\,\%$. A method that underbinds by a little more than about one standard deviation can therefore reverse B and C. It takes too much attraction from C, whose low volatility depends on it most.

The pair AB has no such reversal in this model. A and B have the same potential shape, so $L_i(\lambda)=\varepsilon_i f(\lambda)$ with one function $f$. Their entropies are equal, hence the predicted gap is $(\varepsilon_B-\varepsilon_A)f(\lambda)$, which is positive as long as the crystals are bound. Specific errors can still reverse them.

\subsection*{Source temperature and benchmark}

A user may ask for the source temperature that gives a set pressure $p^*$. With constant $h_i$ and $s_i$, the condition $h_i-Ts_i=-k_BT\ln(p^*/p^\circ)$ gives
\begin{equation}
T_i=\frac{h_i}{s_i-k_B\ln(p^*/p^\circ)},\qquad
\delta T_i=\frac{T_i}{h_i}\,\delta h_i .
\end{equation}
For $p^*=0.84$ Torr, $T_A=400$ K and its standard error is $400\times0.1676/1.096\approx61$ K. A and B have equal entropies and so the same denominator. The error of their temperature gap is therefore $400\,\sigma_{AB}/h_A\approx11$ K, against a true gap of 18 K.

A ranking also belongs to a temperature. The pressures of B and C are equal when $h_B-Ts_B=h_C-Ts_C$. With the enthalpy difference of 0.283 eV and entropy difference of $7k_B$ held constant, this occurs at 469 K. Above it C is the more volatile, provided that both compounds are still solid.

For the benchmark rule, take eight synthetic errors with a fixed $a=+0.08$, $w_i$ evenly spaced from 2.0 to 2.3 eV, and random specific errors with $s_u=0.02$ eV. Their mean is 0.167 eV and their sample standard deviation 0.021 eV. The root-mean-square pair difference is 0.029 eV, as Eq.~\eqref{eq:bench} requires. For compounds within the same range of $w_i$, this pair difference, not the mean, sets the typical error to compare with the true gaps. It does not cover C, whose $w_i$ lies outside that range: for the same method the root-mean-square error of the BC difference is 0.049 eV. The sign of such a systematic error also matters, since it may widen or close the gap.

\subsection*{Beside real precursors}

The parameters lie in the rough regime of solid metal tris(acetylacetonates), with sublimation enthalpies a little above 1 eV and pressures of order 0.01 to 1 Torr near 400 K. A, B and C are not particular members of that family. The entropy of C is a deliberately high choice, and real molecules are neither spherical nor all of one size. For the order of A and B, the most serious omission among those sized here is an entropy error. An independent error of one $k_B$ per compound adds $k_BT=0.034$ eV to each free energy, so that
\begin{equation}
\sigma_{AB}\to\sqrt{0.0292^2+2(0.03447)^2}\ \text{eV}=0.057\ \text{eV},
\end{equation}
and the probability of the right AB order falls from 0.96 to 0.81. Gas non-ideality changes the pressure relation of A by about 0.1\,\%, and quantum corrections to 6 meV lattice modes raise the energy of the crystal by 0.5 meV per molecule and its free energy by about half as much. With an assumed decomposition barrier of 1.6 eV and an attempt rate $k_BT/h$, where $h$ is here Planck's constant, 0.5\,\% of the precursor is lost per day. A lower barrier could make thermal stability, which this ranking does not describe, the deciding property.

A ranking can thus be trusted where the absolute pressures cannot if three conditions hold: the dominant error is shared, it acts with similar strength on the compounds compared, and the true gap is well above what fails to cancel. These conditions are sufficient, not necessary, because an error that widens the gap does no harm. Similar ligand shells favour the first two but do not ensure the third. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature 400 K, kT = 0.03447 eV, p0 = 750.06 Torr
Potential: r_min = 0.85 nm, steepness = 14
Error inputs: s_a = 8 %, s_u = 0.020 eV
A: well depth 0.140 eV, entropy 25 k_B, neighbour distance 0.827 nm
A: L = 1.1649 eV, w = 2.0798 eV, h = 1.0960 eV
A: g = 0.2343 eV, p = 0.8386 Torr
A: absolute error sd = 0.1676 eV, pressure factor 129.3
B: well depth 0.146 eV, entropy 25 k_B, neighbour distance 0.827 nm
B: L = 1.2149 eV, w = 2.1690 eV, h = 1.1459 eV
B: g = 0.2842 eV, p = 0.1970 Torr
B: absolute error sd = 0.1747 eV, pressure factor 158.7
C: well depth 0.180 eV, entropy 32 k_B, neighbour distance 0.827 nm
C: L = 1.4978 eV, w = 2.6741 eV, h = 1.4288 eV
C: g = 0.3258 eV, p = 0.0589 Torr
C: absolute error sd = 0.2149 eV, pressure factor 509.5
AB: gap = 0.0499 eV, true pressure ratio 4.26, w difference 0.0891 eV
AB: correlation 0.9863, difference error sd = 0.0292 eV, ratio factor 2.33
AB: floor |sd_i - sd_j| = 0.0071 eV
AB: P(correct order) = 0.957, with independent errors 0.582
BC: gap = 0.0416 eV, true pressure ratio 3.35, w difference 0.5051 eV
BC: correlation 0.9891, difference error sd = 0.0493 eV, ratio factor 4.18
BC: floor |sd_i - sd_j| = 0.0402 eV
BC: P(correct order) = 0.801, with independent errors 0.560
AC: gap = 0.0916 eV, true pressure ratio 14.24, w difference 0.5942 eV
AC: correlation 0.9885, difference error sd = 0.0553 eV, ratio factor 4.98
AC: floor |sd_i - sd_j| = 0.0473 eV
AC: P(correct order) = 0.951, with independent errors 0.632
P(all three in order), sampled: 0.763, independent 0.254
P(|error of A| > AB gap) = 0.766, P(AB order wrong) = 0.043
Benchmark of 8 synthetic errors: mean 0.1673 eV, sd 0.0206 eV
Benchmark rms pair difference = 0.0292 eV
Dispersion 8 % too strong, predicted p of A, B, C = 5.636e-03, 1.069e-03, 9.479e-05 Torr
Same method: p of A too low by factor 148.8, predicted A/B ratio 5.27
Shared error that flips BC: linear -8.24 %, relaxed -8.57 %
Source temperature error of A: 61.2 K
Error of the AB source-temperature gap: 10.6 K, true gap 18.2 K
B and C pressure curves cross at 469 K
Neglected, second-order dispersion response: A 6.04 meV, B-A 0.26 meV, C-B 1.47 meV
Neglected, independent entropy error of 1 k_B each: AB sd = 0.0568 eV, P(correct order) = 0.810
Neglected, gas non-ideality of A: B2*p/kT = -9.02e-04
Neglected, quantum lattice modes (6 meV each): 0.52 meV per molecule
Neglected, decomposition with assumed 1.6 eV barrier: 0.50 % per day
\end{verbatim}
